# Quarter-Power Oxygen Law for Holes in Acceptor-Doped Perovskites: a program that tests the result

```python
# Result under test: in an acceptor-doped perovskite whose doubly charged
# oxygen vacancies are pinned at V = A/2, the free-hole concentration is
#     p = sqrt(K_ox*A/2) * (P/P0)**(1/4).
# A: acceptors, V: vacancies, p: holes, n: electrons (all cm^-3);
# P: oxygen pressure (Torr), P0 = 760 Torr; energies in eV, T in K.
# K_ox = (Nv^2/N_O)*exp(-G_ox/kT) is the oxidation constant in cm^-3.
# Material inputs are rough round values in the regime of barium titanate.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

KB = const.k / const.e
P0 = const.atm / const.torr
T_ANNEAL, T_USE = 1000.0, 400.0
KT = KB * T_ANNEAL
ACCEPTORS = 1e19
CELL_NM = 0.40
OXYGEN_SITES = 3 / (CELL_NM * 1e-7)**3
MASS = 3.0            # density-of-states mass of both bands / electron mass
GAP = 2.6
G_OX = 0.9            # oxidation free energy at T_ANNEAL and P0
TRAP = 0.5            # acceptor level above the valence band edge
NO_TRAP = -5.0        # level so low that every acceptor stays ionized
SPIN = 2.0            # degeneracy of the neutral acceptor
HOLE_MOBILITY = 0.3   # cm2/Vs
VAC_DIFFUSIVITY = 3e-6  # cm2/s
PAIR_BINDING = 0.3
DONOR_DEPTH = 0.3     # binding of one electron to a vacancy
EPS_R = 250.0
P_AIR = 0.21 * P0


def band_states(temperature):
    thermal = 2 * np.pi * MASS * const.m_e * const.k * temperature / const.h**2
    return 2 * thermal**1.5 * 1e-6


NV = band_states(T_ANNEAL)
K_OX = NV**2 / OXYGEN_SITES * np.exp(-G_OX / KT)
K_I = NV**2 * np.exp(-GAP / KT)


def trap_constant(temperature, level=TRAP):
    return band_states(temperature) / SPIN * np.exp(-level / (KB * temperature))


def hole_law(pressure, acceptors=ACCEPTORS):
    return np.sqrt(K_OX * acceptors / 2) * (pressure / P0)**0.25


def populations(fermi, pressure, acceptors, level):
    p = NV * np.exp(-fermi / KT)
    n = NV * np.exp((fermi - GAP) / KT)
    cost = -G_OX + 2 * fermi + 0.5 * KT * np.log(pressure / P0)
    vac = OXYGEN_SITES / (1 + np.exp(cost / KT))
    ionized = acceptors / (1 + SPIN * np.exp((level - fermi) / KT))
    return p, n, vac, ionized


def equilibrium(pressure, acceptors=ACCEPTORS, level=TRAP):
    def charge(fermi):
        p, n, vac, ionized = populations(fermi, pressure, acceptors, level)
        return 2 * vac + p - n - ionized
    fermi = brentq(charge, 0.0, GAP, xtol=1e-14, rtol=1e-14)
    return populations(fermi, pressure, acceptors, level)


def log_slope(function, pressure, step=1e-3):
    up, down = pressure * np.exp(step), pressure * np.exp(-step)
    return np.log(function(up) / function(down)) / (2 * step)


def hole_slope(pressure, acceptors=ACCEPTORS, level=TRAP):
    return log_slope(lambda x: equilibrium(x, acceptors, level)[0], pressure)


def slope_formula(pressure, acceptors=ACCEPTORS, level=TRAP):
    p, n, vac, ionized = equilibrium(pressure, acceptors, level)
    neutral_fraction = 1 - ionized / acceptors
    return vac / (4 * vac + p + n + ionized * neutral_fraction)


# Explicit statistical sum for a closed box: vacancies on lattice sites,
# localized holes on hole states, and indistinguishable O2 molecules.
# Each two extra vacancies release one molecule and remove four holes.
def log_choose(total, chosen):
    return gammaln(total + 1) - gammaln(chosen + 1) - gammaln(total - chosen + 1)


box_sites, box_states, box_acceptors = 3e9, 2e9, 1e6
box_q, box_energy = 1e8, 15.7   # molecular partition function; energy/kT
vacancy_number = np.arange(0, box_acceptors / 2 + 1, 2)
hole_number = box_acceptors - 2 * vacancy_number
box_holes, box_activity = [], []
for start in (1e6, 1e7, 1e8):
    molecules = start + vacancy_number / 2
    log_weight = (log_choose(box_sites, vacancy_number)
                  + log_choose(box_states, hole_number)
                  + molecules * np.log(box_q) - gammaln(molecules + 1)
                  - box_energy * hole_number / 2)
    weight = np.exp(log_weight - log_weight.max())
    weight /= weight.sum()
    mean_holes = weight @ hole_number
    activity = (weight @ molecules) / box_q
    k_box = box_states**2 / box_sites * np.exp(-box_energy) * np.sqrt(activity)
    predicted = (-k_box + np.sqrt(k_box**2 + 8 * k_box * box_acceptors)) / 4
    # finite numbers and site blocking leave errors of a few parts in 10^4
    assert abs(mean_holes / predicted - 1) < 1e-3
    box_holes.append(mean_holes)
    box_activity.append(activity)
box_slope = (np.log(box_holes[-1] / box_holes[0])
             / np.log(box_activity[-1] / box_activity[0]))
assert abs(box_slope - 0.25) < 0.002

# Fermi-level solution against the simple law and the local exponent.
for pressure in (1e-6, 1e-2, 1.0, P_AIR, P0):
    ideal = equilibrium(pressure, level=NO_TRAP)[0]
    trapped = equilibrium(pressure)[0]
    assert abs(hole_law(pressure) / ideal - 1) < 0.005
    assert abs(hole_law(pressure) / trapped - 1) < 0.03
for case in ((P_AIR, 1e19, TRAP), (1e-6, 1e19, TRAP), (P0, 1e17, TRAP),
             (P0, 1e15, NO_TRAP), (1e-19, 1e15, NO_TRAP), (1.0, 1e19, 1.5)):
    assert abs(hole_slope(*case) - slope_formula(*case)) < 5e-5
electron_limit = hole_slope(1e-19, 1e15, NO_TRAP)
deep_limit = hole_slope(1.0, 1e19, 1.5)
assert abs(electron_limit - 1 / 6) < 0.001
assert abs(deep_limit - 1 / 6) < 0.002

# Carrier minimum, and survival of the hole law on its electron-rich side.
p_min_law = P0 * (K_I / (K_OX * ACCEPTORS / 2))**2
search = minimize_scalar(lambda x: np.log(sum(equilibrium(np.exp(x))[:2])),
                         bounds=(np.log(1e-12), np.log(P0)), method="bounded",
                         options={"xatol": 1e-8})
p_min_full = np.exp(search.x)
assert abs(p_min_full / p_min_law - 1) < 0.01
low_p, low_n = equilibrium(1e-12)[:2]
low_slope = hole_slope(1e-12)
low_n_slope = log_slope(lambda x: equilibrium(x)[1], 1e-12)
assert low_n > low_p and abs(low_slope - 0.25) < 0.001
assert abs(low_n_slope + 0.25) < 0.001

# Neglected effects at the annealing temperature.
p_air, n_air, v_air, a_air = equilibrium(P_AIR)
eta = -np.log(p_air / NV)
fermi_integral = quad(lambda t: 2 * t*t / (1 + np.exp(t*t + eta)), 0, 8,
                      epsabs=0, epsrel=1e-10)[0] * 2 / np.sqrt(np.pi)
degeneracy_shift = 1 - fermi_integral / np.exp(-eta)
assert 0 < degeneracy_shift < 1e-3
ionic_strength = (4 * v_air + a_air + p_air + n_air) * 1e6
epsilon = EPS_R * const.epsilon_0
debye = np.sqrt(epsilon * const.k * T_ANNEAL / (const.e**2 * ionic_strength))
screen_energy = const.e / (8 * np.pi * epsilon * debye)
screen_shift = 1 - np.exp(-screen_energy / KT)
single_ratio = 2 * n_air / NV * np.exp(DONOR_DEPTH / KT)


def pairs(temperature):
    constant = 6 / OXYGEN_SITES * np.exp(PAIR_BINDING / (KB * temperature))
    vac = ACCEPTORS / 2
    return brentq(lambda x: constant * (ACCEPTORS - x * vac) * (1 - x) - x,
                  0, 1)  # fraction of vacancies in pairs


pair_hot, pair_use = pairs(T_ANNEAL), pairs(T_USE)
vac_mobility = 2 * VAC_DIFFUSIVITY / KT
ion_sigma = 2 * const.e * vac_mobility * ACCEPTORS / 2


def conductivity(pressure):
    p, _, vac, _ = equilibrium(pressure)
    return const.e * (HOLE_MOBILITY * p + 2 * vac_mobility * vac)


# Cooling with frozen vacancies: stored holes redistribute over the traps.
def holes_in_use(pressure):
    stored = ACCEPTORS - 2 * equilibrium(pressure)[2]
    k_use = trap_constant(T_USE)

    def excess(log_p):
        p = np.exp(log_p)
        return p + ACCEPTORS * p / (p + k_use) - stored
    return np.exp(brentq(excess, 0, np.log(stored), xtol=1e-13))


p_use = holes_in_use(P_AIR)
use_slope = log_slope(holes_in_use, P_AIR)
assert abs(use_slope - 0.25) < 0.01
use_pair_factor = 1 / (1 - pair_use / 2)

print(f"Annealing temperature: {T_ANNEAL:.0f} K; kT: {KT:.5f} eV")
print(f"Acceptors A: {ACCEPTORS:.2e} cm^-3; A/2: {ACCEPTORS/2:.2e} cm^-3")
print(f"Cell edge: {CELL_NM:.2f} nm; oxygen sites: {OXYGEN_SITES:.3e} cm^-3")
print(f"Band mass: {MASS:.1f} m_e; Nv = Nc: {NV:.3e} cm^-3")
print(f"Oxidation free energy: {G_OX:.2f} eV; gap: {GAP:.2f} eV")
print(f"K_ox: {K_OX:.3e} cm^-3; K_i: {K_I:.3e} cm^-6")
print(f"Reference pressure P0: {P0:.1f} Torr")
print(f"Acceptor level: {TRAP:.2f} eV; neutral degeneracy: {SPIN:.0f}")
print(f"Trap constant K_A at anneal: {trap_constant(T_ANNEAL):.3e} cm^-3")
for pressure in (1e-2, 1.0, P_AIR, P0):
    print(f"P {pressure:.4g} Torr: p law {hole_law(pressure):.3e}, "
          f"full {equilibrium(pressure)[0]:.3e} cm^-3, "
          f"exponent {hole_slope(pressure):.4f}")
print(f"Hole ratio air/1 Torr: law {hole_law(P_AIR)/hole_law(1):.3f}, "
      f"full {p_air/equilibrium(1)[0]:.3f}")
print(f"In air: n {n_air:.3e}, V {v_air:.4e} cm^-3")
print(f"Closed-box exponent from explicit sum: {box_slope:.4f}")
print(f"Exponent, electrons balance vacancies: {electron_limit:.4f}")
print(f"Exponent, 1.5 eV acceptor at 1 Torr: {deep_limit:.4f}")
print(f"P_min: law {p_min_law:.3e}, full {p_min_full:.3e} Torr")
print(f"At 1e-12 Torr: p {low_p:.3e}, n {low_n:.3e} cm^-3")
print(f"Exponents there: p {low_slope:.4f}, n {low_n_slope:.4f}")
print(f"Neutral acceptors in air: {100*(1-a_air/ACCEPTORS):.2f} %")
print(f"Fermi degeneracy lowers p by: {100*degeneracy_shift:.5f} %")
print(f"Vacancy site occupation: {100*v_air/OXYGEN_SITES:.4f} %")
print(f"Relative permittivity: {EPS_R:.0f}; Debye length: {debye*1e9:.2f} nm")
print(f"Debye-Hueckel lowers p by: {100*screen_shift:.2f} %")
print(f"Pair binding: {PAIR_BINDING:.2f} eV")
print(f"Vacancies paired at anneal: {100*pair_hot:.2f} %")
print(f"Pairing lowers p by: {100*(1-np.sqrt(1-pair_hot)):.2f} %")
print(f"Vacancy electron binding: {DONOR_DEPTH:.2f} eV")
print(f"Singly/doubly charged vacancies: {single_ratio:.2e}")
print(f"Hole mobility: {HOLE_MOBILITY:.2f} cm2/Vs")
print(f"Vacancy diffusivity: {VAC_DIFFUSIVITY:.1e} cm2/s")
print(f"Vacancy mobility: {vac_mobility:.3e} cm2/Vs")
print(f"Hole conductivity in air: {const.e*HOLE_MOBILITY*p_air:.3e} S/cm")
print(f"Ionic conductivity: {ion_sigma:.3e} S/cm")
print(f"Total-conductivity exponent in air: {log_slope(conductivity,P_AIR):.4f}")
print(f"Total-conductivity exponent, 1 Torr: {log_slope(conductivity,1):.4f}")
print(f"Use temperature: {T_USE:.0f} K; K_A: {trap_constant(T_USE):.3e} cm^-3")
print(f"Stored holes after air anneal: {ACCEPTORS-2*v_air:.3e} cm^-3")
print(f"Free holes at use, no pairing: {p_use:.3e} cm^-3")
print(f"Their annealing-pressure exponent: {use_slope:.4f}")
print(f"Vacancies paired at use: {100*pair_use:.2f} %")
print(f"Hole factor at use if pairs cannot trap: {use_pair_factor:.3f}")
print("checks complete")
```

Printed output:

```
Annealing temperature: 1000 K; kT: 0.08617 eV
Acceptors A: 1.00e+19 cm^-3; A/2: 5.00e+18 cm^-3
Cell edge: 0.40 nm; oxygen sites: 4.687e+22 cm^-3
Band mass: 3.0 m_e; Nv = Nc: 7.935e+20 cm^-3
Oxidation free energy: 0.90 eV; gap: 2.60 eV
K_ox: 3.912e+14 cm^-3; K_i: 4.963e+28 cm^-6
Reference pressure P0: 760.0 Torr
Acceptor level: 0.50 eV; neutral degeneracy: 2
Trap constant K_A at anneal: 1.199e+18 cm^-3
P 0.01 Torr: p law 2.664e+15, full 2.661e+15 cm^-3, exponent 0.2497
P 1 Torr: p law 8.423e+15, full 8.391e+15 cm^-3, exponent 0.2490
P 159.6 Torr: p law 2.994e+16, full 2.953e+16 cm^-3, exponent 0.2467
P 760 Torr: p law 4.423e+16, full 4.335e+16 cm^-3, exponent 0.2451
Hole ratio air/1 Torr: law 3.554, full 3.520
In air: n 1.680e+12, V 4.8650e+18 cm^-3
Closed-box exponent from explicit sum: 0.2492
Exponent, electrons balance vacancies: 0.1667
Exponent, 1.5 eV acceptor at 1 Torr: 0.1665
P_min: law 4.892e-07, full 4.893e-07 Torr
At 1e-12 Torr: p 8.426e+12, n 5.890e+15 cm^-3
Exponents there: p 0.2499, n -0.2499
Neutral acceptors in air: 2.40 %
Fermi degeneracy lowers p by: 0.00132 %
Vacancy site occupation: 0.0104 %
Relative permittivity: 250; Debye length: 6.38 nm
Debye-Hueckel lowers p by: 0.52 %
Pair binding: 0.30 eV
Vacancies paired at anneal: 3.92 %
Pairing lowers p by: 1.98 %
Vacancy electron binding: 0.30 eV
Singly/doubly charged vacancies: 1.38e-07
Hole mobility: 0.30 cm2/Vs
Vacancy diffusivity: 3.0e-06 cm2/s
Vacancy mobility: 6.963e-05 cm2/Vs
Hole conductivity in air: 1.420e-03 S/cm
Ionic conductivity: 1.116e-04 S/cm
Total-conductivity exponent in air: 0.2287
Total-conductivity exponent, 1 Torr: 0.1950
Use temperature: 400 K; K_A: 5.034e+13 cm^-3
Stored holes after air anneal: 2.700e+17 cm^-3
Free holes at use, no pairing: 1.397e+12 cm^-3
Their annealing-pressure exponent: 0.2481
Vacancies paired at use: 81.98 %
Hole factor at use if pairs cannot trap: 1.695
checks complete
```
